# How much do rounded PBE constants change neon and argon energies?: a numerical check

```python
"""Rounded constants in the PBE functional: total-energy spread of Ne and Ar.

Result under test: if a constant p of the functional changes by dp, the
self-consistent energy changes by (dE_xc/dp at fixed density)*dp to first order.
For independent lists of constants the spread is sum |dE_xc/dp| * list width.
Constants, always in this order:
  mu    exchange gradient coefficient
  beta  correlation gradient coefficient
  a     PW92 prefactor for the unpolarized electron gas
  gamma coefficient of the logarithm in the PBE correlation correction
n is the density, sigma its squared gradient, s2 and t2 the squared reduced
gradients, rs the Wigner-Seitz radius. Hartree atomic units are used.
"""
from itertools import product
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, scf

PI = np.pi
KAPPA = 0.804
ALPHA1 = 0.21370
BETA_LONG = 0.06672455060314922
GAMMA_LONG = (1 - np.log(2)) / PI**2
LONG = np.array([BETA_LONG * PI**2 / 3, BETA_LONG, 0.0310907, GAMMA_LONG])
SHORT = np.array([0.21951, 0.066725, 0.031091, 0.031091])
REBUILT = SHORT.copy()
REBUILT[0] = SHORT[1] * PI**2 / 3
NAMES = ["mu", "beta", "a", "gamma"]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def reduced_variables(n, sigma):
    kf = (3 * PI**2 * n)**(1 / 3)
    s2 = sigma / (2 * kf * n)**2
    t2 = PI * sigma / (16 * kf * n**2)
    rs = (3 / (4 * PI * n))**(1 / 3)
    return kf, s2, t2, rs


def pw_polynomial(rs):
    root = np.sqrt(rs)
    return 7.5957 * root + 3.5876 * rs + 1.6382 * rs * root + 0.49294 * rs**2


def gas_correlation(rs, a):
    """Correlation energy per electron of the unpolarized gas (PW92)."""
    return -2 * a * (1 + ALPHA1 * rs) * np.log1p(1 / (2 * a * pw_polynomial(rs)))


def xc_density(n, sigma, constants):
    """PBE exchange-correlation energy per volume; accepts complex input."""
    mu, beta, a, gamma = constants
    kf, s2, t2, rs = reduced_variables(n, sigma)
    exchange = -3 * kf / (4 * PI) * (1 + KAPPA - KAPPA / (1 + mu * s2 / KAPPA))
    ec = gas_correlation(rs, a)
    u = np.expm1(-ec / gamma)
    y = beta * t2 / (gamma * u)
    h = gamma * np.log1p(u * (y + y**2) / (1 + y + y**2))
    return n * (exchange + ec + h)


def xc_derivatives(n, sigma, constants):
    """Derivatives with respect to n and sigma by the complex-step method."""
    step = 1e-20
    vn = xc_density(n * (1 + 1j * step), sigma, constants).imag / (n * step)
    vs = xc_density(n, sigma * (1 + 1j * step), constants).imag / (sigma * step)
    return vn, vs


def sensitivities(n, sigma, weights, constants):
    """Closed-form dE_xc/dp at fixed density for the four constants."""
    mu, beta, a, gamma = constants
    kf, s2, t2, rs = reduced_variables(n, sigma)
    d_mu = -3 * kf / (4 * PI) * s2 / (1 + mu * s2 / KAPPA)**2
    ec = gas_correlation(rs, a)
    u = np.expm1(-ec / gamma)
    y = beta * t2 / (gamma * u)
    g = (y + y**2) / (1 + y + y**2)
    dg = (1 + 2 * y) / (1 + y + y**2)**2
    inside = 1 + u * g
    d_beta = gamma * u * dg * y / (beta * inside)
    dec_da = ec / a + 2 * (1 + ALPHA1 * rs) / (1 + 2 * a * pw_polynomial(rs))
    dh_dec = -(1 + u) * (g - y * dg) / inside
    d_a = (1 + dh_dec) * dec_da
    du = (1 + u) * ec / gamma**2
    dy = -y * (1 / gamma + du / u)
    d_gamma = np.log1p(u * g) + gamma * (g * du + u * dg * dy) / inside
    return np.array([weights @ (n * d) for d in (d_mu, d_beta, d_a, d_gamma)])


def make_atom(symbol, s_exponents, p_exponents):
    """Integrals, grid and an independent PySCF/libxc PBE calculation."""
    basis = [[0, [x, 1.0]] for x in s_exponents]
    basis += [[1, [x, 1.0]] for x in p_exponents]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis}, verbose=0)
    # Six axis points integrate every s,p product times a spherical function.
    log_r = np.linspace(np.log(1e-5), np.log(20.0), 240)
    r = np.exp(log_r)
    axes = np.vstack([np.eye(3), -np.eye(3)])
    coords = (r[:, None, None] * axes[None]).reshape(-1, 3)
    weights = np.repeat(4 * PI / 6 * r**3 * (log_r[1] - log_r[0]), 6)
    overlap = mol.intor("int1e_ovlp")
    values, vectors = np.linalg.eigh(overlap)
    ks = dft.RKS(mol)
    ks.xc = "PBE,PBE"
    ks.grids.atom_grid = {symbol: (150, 50)}
    ks.grids.prune = None
    ks.small_rho_cutoff = 0
    ks.conv_tol = 1e-10
    library_energy = ks.kernel()
    assert ks.converged
    return SimpleNamespace(
        ao=mol.eval_gto("GTOval_sph_deriv1", coords), weights=weights,
        core=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
        eri=mol.intor("int2e", aosym="s8"), overlap=overlap,
        orth=vectors / np.sqrt(values), pairs=mol.nelectron // 2,
        library_energy=library_energy, library_dm=np.array(ks.make_rdm1()))


def grid_density(atom, dm):
    """Density, gradient, squared gradient and weights; far tail switched off."""
    half = atom.ao[0] @ dm
    n = np.einsum("gi,gi->g", half, atom.ao[0])
    grad = 2 * np.einsum("xgi,gi->xg", atom.ao[1:], half)
    weights = atom.weights * (n > 1e-14)
    sigma = np.maximum((grad**2).sum(axis=0), 1e-40)
    return np.maximum(n, 1e-14), grad, sigma, weights


def solve(atom, constants, dm):
    """Self-consistent Kohn-Sham energy and density matrix, with DIIS."""
    focks, residuals = [], []
    for cycle in range(60):
        n, grad, sigma, w = grid_density(atom, dm)
        vn, vs = xc_derivatives(n, sigma, constants)
        half = (0.5 * w * vn)[:, None] * atom.ao[0]
        half += np.einsum("xg,xgi->gi", 2 * w * vs * grad, atom.ao[1:])
        vxc = atom.ao[0].T @ half
        vj = scf.hf.dot_eri_dm(atom.eri, dm, hermi=1, with_k=False)[0]
        fock = atom.core + vj + vxc + vxc.T
        energy = np.sum(dm * (atom.core + vj / 2))
        energy += w @ xc_density(n, sigma, constants)
        fds = fock @ dm @ atom.overlap
        residual = atom.orth.T @ (fds - fds.T) @ atom.orth
        if cycle >= 3 and np.abs(residual).max() < 2e-6:
            return energy, dm
        focks = (focks + [fock])[-8:]
        residuals = (residuals + [residual.ravel()])[-8:]
        m = len(focks)
        stack = np.array(residuals)
        gram = stack @ stack.T
        matrix = np.ones((m + 1, m + 1))
        matrix[:m, :m] = gram / gram.diagonal().max()
        matrix[m, m] = 0
        rhs = np.zeros(m + 1)
        rhs[m] = 1
        mix = np.linalg.lstsq(matrix, rhs, rcond=None)[0][:m]
        mixed = np.einsum("k,kij->ij", mix / mix.sum(), np.array(focks))
        orbitals = np.linalg.eigh(atom.orth.T @ mixed @ atom.orth)[1]
        occupied = atom.orth @ orbitals[:, :atom.pairs]
        dm = 2 * occupied @ occupied.T
    raise AssertionError("self-consistency was not reached")


def text(constants):
    return " ".join(f"{value:.8f}" for value in constants)


# Small-gradient cancellation between exchange and correlation at n = 1.
one, tiny = np.array([1.0]), np.array([1e-10])


def gradient_mismatch(constants):
    no_beta = np.array(constants)
    no_beta[1] = 0
    total = xc_derivatives(one, tiny, constants)[1][0]
    return total / xc_derivatives(one, tiny, no_beta)[1][0]


mismatch_long = gradient_mismatch(LONG)
mismatch_short = gradient_mismatch(SHORT)
assert abs(mismatch_long) < 1e-8
assert abs(mismatch_short - (1 - REBUILT[0] / SHORT[0])) < 1e-8
print("order of constants: mu beta a gamma (atomic units)")
print("long set:", text(LONG))
print("short set:", text(SHORT))
print(f"mu rebuilt from short beta: {REBUILT[0]:.8f}")
print(f"uncancelled gradient fraction, short set: {mismatch_short:.3e}")

choices = [(LONG[0], SHORT[0], REBUILT[0])]
choices += [(LONG[k], SHORT[k]) for k in (1, 2, 3)]
widths = np.array([max(c) - min(c) for c in choices])
all_sets = [np.array(c) for c in product(*choices)]
print("number of constant sets:", len(all_sets))
print("list widths (1e-6):", " ".join(f"{w * 1e6:.4f}" for w in widths))

for symbol in ("Ne", "Ar"):
    atom = make_atom(symbol, 0.07 * 2.4**np.arange(18), 0.06 * 2.4**np.arange(12))
    reference, dm = solve(atom, LONG, atom.library_dm)
    n, grad, sigma, w = grid_density(atom, dm)
    assert abs(w @ n - 2 * atom.pairs) < 1e-7
    assert abs(reference - atom.library_energy) < 1e-6

    # Functional and potential against libxc on the same density.
    exc, vxc = dft.libxc.eval_xc("PBE,PBE", np.vstack([n, grad]), spin=0, deriv=1)[:2]
    assert abs(w @ (n * exc - xc_density(n, sigma, LONG))) < 1e-8
    assert w @ (n * np.abs(vxc[0] - xc_derivatives(n, sigma, LONG)[0])) < 1e-6

    # Two published digit sets of PW92, both present in libxc.
    rs = reduced_variables(n, sigma)[3]
    gas_energies = []
    for name, a in (("LDA_C_PW", SHORT[2]), ("LDA_C_PW_MOD", LONG[2])):
        library = w @ (n * dft.libxc.eval_xc("," + name, n, spin=0, deriv=1)[0])
        assert abs(library - w @ (n * gas_correlation(rs, a))) < 1e-8
        gas_energies.append(library)

    # Fixed-density formulas against differences of self-consistent energies.
    slope = sensitivities(n, sigma, w, LONG)
    measured = np.zeros(4)
    for k in range(4):
        step = np.zeros(4)
        step[k] = 0.005 * LONG[k]
        upper = solve(atom, LONG + step, dm)[0]
        lower = solve(atom, LONG - step, dm)[0]
        measured[k] = (upper - lower) / (2 * step[k])
        assert abs(measured[k] - slope[k]) < 1e-3 * (1 + abs(slope[k]))

    # Every combination of constants, solved self-consistently.
    shifts = np.array([solve(atom, c, dm)[0] - reference for c in all_sets])
    linear = np.array([slope @ (c - LONG) for c in all_sets])
    assert np.abs(shifts - linear).max() < 1e-8
    spread = shifts.max() - shifts.min()
    parts = np.abs(slope) * widths
    assert abs(spread - parts.sum()) < 2e-8
    assert slope[0] < 0 and parts[0] > 0.5 * parts.sum()
    low_set, high_set = all_sets[shifts.argmin()], all_sets[shifts.argmax()]
    short_shift = solve(atom, SHORT, dm)[0] - reference
    rebuilt_shift = solve(atom, REBUILT, dm)[0] - reference

    # A poorer basis: large change of the energy, small change of the spread.
    poor = make_atom(symbol, 0.08 * 3.0**np.arange(13), 0.07 * 3.0**np.arange(9))
    poor_energy, poor_dm = solve(poor, LONG, poor.library_dm)
    poor_spread = solve(poor, high_set, poor_dm)[0] - solve(poor, low_set, poor_dm)[0]
    assert abs(poor_spread - spread) < 0.01 * spread
    assert abs(poor_energy - reference) > spread

    print(f"{symbol} energy, long set: {reference:.7f} hartree")
    print(f"{symbol} minus PySCF/libxc: {(reference - atom.library_energy) * 1e6:.4f} microhartree")
    for k in range(4):
        print(f"{symbol} dE/d{NAMES[k]}: formula {slope[k]:.4f}, SCF {measured[k]:.4f} hartree")
    signed = slope * (SHORT - LONG) * 1e6
    print(f"{symbol} short-constant shifts, mu beta a gamma (microhartree):")
    print("   ", " ".join(f"{value:.3f}" for value in signed))
    print(f"{symbol} full short set, SCF shift: {short_shift * 1e6:.3f} microhartree")
    print(f"{symbol} same with rebuilt mu: {rebuilt_shift * 1e6:.3f} microhartree")
    print(f"{symbol} spread parts, mu beta a gamma (microhartree):")
    print("   ", " ".join(f"{value * 1e6:.3f}" for value in parts))
    print(f"{symbol} spread from formula: {parts.sum() * 1e6:.3f} microhartree")
    print(f"{symbol} spread from SCF: {spread * 1e6:.3f} microhartree")
    print(f"{symbol} spread from SCF: {spread * HARTREE_EV * 1e3:.4f} meV")
    print(f"{symbol} share of mu in spread: {100 * parts[0] / parts.sum():.1f} percent")
    print(f"{symbol} lowest-energy set: {text(low_set)}")
    print(f"{symbol} highest-energy set: {text(high_set)}")
    gas_shift = (gas_energies[0] - gas_energies[1]) * 1e6
    print(f"{symbol} libxc PW minus PW_MOD: {gas_shift:.3f} microhartree")
    print(f"{symbol} poorer-basis energy change: {(poor_energy - reference) * 1e3:.3f} millihartree")
    print(f"{symbol} poorer-basis spread: {poor_spread * 1e6:.3f} microhartree")

print("every check passed")
```

Output:

```
order of constants: mu beta a gamma (atomic units)
long set: 0.21951497 0.06672455 0.03109070 0.03109069
short set: 0.21951000 0.06672500 0.03109100 0.03109100
mu rebuilt from short beta: 0.21951645
uncancelled gradient fraction, short set: -2.939e-05
number of constant sets: 24
list widths (1e-6): 6.4512 0.4494 0.3000 0.3091
Ne energy, long set: -128.8662901 hartree
Ne minus PySCF/libxc: 0.0000 microhartree
Ne dE/dmu: formula -3.8960, SCF -3.8960 hartree
Ne dE/dbeta: formula 2.5025, SCF 2.5025 hartree
Ne dE/da: formula -8.3423, SCF -8.3424 hartree
Ne dE/dgamma: formula 4.0653, SCF 4.0653 hartree
Ne short-constant shifts, mu beta a gamma (microhartree):
    19.374 1.125 -2.503 1.257
Ne full short set, SCF shift: 19.252 microhartree
Ne same with rebuilt mu: -5.881 microhartree
Ne spread parts, mu beta a gamma (microhartree):
    25.134 1.125 2.503 1.257
Ne spread from formula: 30.018 microhartree
Ne spread from SCF: 30.018 microhartree
Ne spread from SCF: 0.8168 meV
Ne share of mu in spread: 83.7 percent
Ne lowest-energy set: 0.21951645 0.06672455 0.03109100 0.03109069
Ne highest-energy set: 0.21951000 0.06672500 0.03109070 0.03109100
Ne libxc PW minus PW_MOD: -2.843 microhartree
Ne poorer-basis energy change: 4.940 millihartree
Ne poorer-basis spread: 30.015 microhartree
Ar energy, long set: -527.3432362 hartree
Ar minus PySCF/libxc: 0.0002 microhartree
Ar dE/dmu: formula -8.3685, SCF -8.3685 hartree
Ar dE/dbeta: formula 4.6195, SCF 4.6196 hartree
Ar dE/da: formula -17.7189, SCF -17.7189 hartree
Ar dE/dgamma: formula 8.5030, SCF 8.5031 hartree
Ar short-constant shifts, mu beta a gamma (microhartree):
    41.615 2.076 -5.316 2.629
Ar full short set, SCF shift: 41.004 microhartree
Ar same with rebuilt mu: -12.984 microhartree
Ar spread parts, mu beta a gamma (microhartree):
    53.987 2.076 5.316 2.629
Ar spread from formula: 64.007 microhartree
Ar spread from SCF: 64.007 microhartree
Ar spread from SCF: 1.7417 meV
Ar share of mu in spread: 84.3 percent
Ar lowest-energy set: 0.21951645 0.06672455 0.03109100 0.03109069
Ar highest-energy set: 0.21951000 0.06672500 0.03109070 0.03109100
Ar libxc PW minus PW_MOD: -5.858 microhartree
Ar poorer-basis energy change: 48.396 millihartree
Ar poorer-basis spread: 63.993 microhartree
every check passed
```
